**Triangular spring lattice: elastic constants, Poisson ratio and sound**

For unstressed nearest-neighbour springs of stiffness $K$, spacing $a$ and site mass $M$, the Lamé constants are $\lambda=\mu=\sqrt3K/4$, the two-dimensional Poisson ratio is $1/3$, and long waves have $c_L/c_T=\sqrt3$. The program asserts the Lamé constants against second differences of the nonlinear spring energy at four lattice orientations, and the energy density against a relaxed periodic supercell under general strain. Two free-edged strips, pulled along and perpendicular to a bond, are relaxed and give a Poisson ratio of 0.333333, in the second case in the interior. Near the free edge of that second strip the column spacing departs from the bulk value, and the program asserts that this departure alternates in sign and halves from one column spacing to the next. Sound speeds in five directions, the closed dispersion relations and their first corrections in $qa$ ($q$ is the wave number) are asserted against a dynamical matrix built from finite-difference force constants. With a bond tension $T$ and $t=T/(Ka)$, the squared velocity ratio is asserted to be $(3+t)/(1+3t)$ for $t=\pm0.05$. The output shows $c_L=7338$ m/s and $c_T=4236$ m/s for the model parameters, and a velocity ratio of 1.6285 at $t=0.05$.

## Check in Python

```python
"""Triangular lattice with nearest-neighbour springs: elasticity and sound.

Result under test: lambda = mu = sqrt(3) K / 4, c_L / c_T = sqrt(3), and a
two-dimensional Poisson ratio 1/3, for unstressed springs and long waves.
Symbols: a = spacing, K = spring stiffness, M = site mass, A = area per site,
q = wave vector, t = bond tension / (K a). Hartree atomic units throughout.
Energy per area: W = (lambda/2) (tr strain)^2 + mu strain:strain.
"""
import numpy as np
from scipy.constants import physical_constants as pc

a, K, M = 5.0, 0.02, 50000.0
A = np.sqrt(3) * a**2 / 2
rho = M / A
lame = np.sqrt(3) * K / 4
cL_formula = a * np.sqrt(9 * K / (8 * M))
cT_formula = a * np.sqrt(3 * K / (8 * M))


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


def neighbours(theta=0.0):
    angles = theta + np.arange(6) * np.pi / 3
    return a * np.column_stack((np.cos(angles), np.sin(angles)))


# Sum over the three bond directions against the isotropic tensor.
n3 = neighbours(0.23)[:3] / a
direction_sum = np.einsum('bi,bj,bk,bl->ijkl', n3, n3, n3, n3)
I2 = np.eye(2)
isotropic = (np.einsum('ij,kl->ijkl', I2, I2)
             + np.einsum('ik,jl->ijkl', I2, I2)
             + np.einsum('il,jk->ijkl', I2, I2))
assert np.allclose(direction_sum, 3 / 8 * isotropic, atol=1e-13)


# Elastic constants from the full nonlinear spring energy.
def energy_density(strain, theta):
    deformed = neighbours(theta) @ (np.eye(2) + strain).T
    stretch = np.linalg.norm(deformed, axis=1) - a
    return 0.5 * np.sum(0.5 * K * stretch**2) / A


def curvature(pattern, theta, eta=1e-4):
    pattern = np.array(pattern, float)
    return (energy_density(eta * pattern, theta)
            + energy_density(-eta * pattern, theta)) / eta**2


orientations = [0.0, 0.2, 0.37, np.pi / 6]
elastic = []
for theta in orientations:
    c11 = curvature([[1, 0], [0, 0]], theta)
    c22 = curvature([[0, 0], [0, 1]], theta)
    c12 = (curvature([[1, 0], [0, 1]], theta) - c11 - c22) / 2
    c66 = curvature([[0, 0.5], [0.5, 0]], theta)
    assert close(c11, 3 * lame, 1e-6) and close(c22, 3 * lame, 1e-6)
    assert close(c12, lame, 1e-6) and close(c66, lame, 1e-6)
    elastic.append((c12, c66))
lam, mu = elastic[0]


# Relaxation of a lattice piece under an imposed mean strain (linear springs).
def relax(nx, ny, strain, periodic_x, periodic_y):
    box = np.array([nx * a, ny * np.sqrt(3) * a])
    sites = np.array([[(i + b / 2) * a, (j + b / 2) * np.sqrt(3) * a]
                      for i in range(nx) for j in range(ny) for b in (0, 1)])
    shifts_x = (-1, 0, 1) if periodic_x else (0,)
    shifts_y = (-1, 0, 1) if periodic_y else (0,)
    rows, imposed, directions = [], [], []
    for i in range(len(sites)):
        for j in range(i + 1, len(sites)):
            for sx in shifts_x:
                for sy in shifts_y:
                    r = sites[j] - sites[i] + np.array([sx, sy]) * box
                    if abs(np.hypot(r[0], r[1]) - a) < 1e-6 * a:
                        n = r / a
                        row = np.zeros(2 * len(sites))
                        row[2 * i:2 * i + 2] = -n
                        row[2 * j:2 * j + 2] = n
                        rows.append(row)
                        imposed.append(n @ strain @ r)
                        directions.append(n)
    R, s = np.array(rows), np.array(imposed)
    u = np.linalg.lstsq(R, -s, rcond=1e-10)[0]
    stretch = R @ u + s
    energy = 0.5 * K * np.sum(stretch**2)
    return sites, u.reshape(-1, 2), stretch, np.array(directions), energy


# Periodic supercell, general strain: relaxation must gain nothing.
general = np.array([[0.010, 0.004], [0.004, -0.003]])
sites, u, stretch, directions, energy = relax(4, 3, general, True, True)
W_relaxed = energy / (len(sites) * A)
W_formula = lame / 2 * np.trace(general)**2 + lame * np.sum(general**2)
assert close(W_relaxed, W_formula, 1e-10)

# Free-edged strip pulled along a bond row.
e = 0.01
sites, u, stretch, directions, energy = relax(
    4, 6, np.diag([e, 0.0]), True, False)
top, bottom = np.argmax(sites[:, 1]), np.argmin(sites[:, 1])
height = sites[top, 1] - sites[bottom, 1]
nu_along = -(u[top, 1] - u[bottom, 1]) / height / e
young = 2 * energy / (len(sites) * A * e**2)
oblique = np.abs(directions[:, 0]) < 0.9
oblique_stretch = np.max(np.abs(stretch[oblique])) / (e * a)
assert close(nu_along, 1 / 3, 1e-9)
assert oblique_stretch < 1e-9
assert close(young, 2 * K / np.sqrt(3), 1e-9)
assert close(young, 4 * mu * (lam + mu) / (lam + 2 * mu), 1e-6)

# Free-edged strip pulled perpendicular to a bond: edge layer and interior.
sites, u, stretch, directions, energy = relax(
    40, 2, np.diag([0.0, e]), False, True)
column = np.rint(sites[:, 0] / (a / 2)).astype(int)
ux = np.array([u[column == k, 0].mean() for k in range(column.max() + 1)])
spacing_strain = np.diff(ux) / (a / 2) / e
nu_perp = -(ux[50] - ux[30]) / (20 * a / 2) / e
assert close(nu_perp, 1 / 3, 1e-6)
for k in range(8):
    assert abs(spacing_strain[k] + 1 / 3 + 2 / 3 * (-0.5)**k) < 1e-8


# Dynamical matrix with force constants differentiated from the bond energy.
def force_constants(r, t):
    def bond(x, y):
        d = np.hypot(r[0] + x, r[1] + y) - a
        return t * K * a * d + 0.5 * K * d**2
    h = 1e-3 * a
    xx = (bond(h, 0) - 2 * bond(0, 0) + bond(-h, 0)) / h**2
    yy = (bond(0, h) - 2 * bond(0, 0) + bond(0, -h)) / h**2
    xy = (bond(h, h) - bond(h, -h) - bond(-h, h) + bond(-h, -h)) / (4 * h**2)
    return np.array([[xx, xy], [xy, yy]])


def modes(qa, angle, t=0.0):
    q = qa / a * np.array([np.cos(angle), np.sin(angle)])
    D = sum(force_constants(r, t) * 2 * np.sin(q @ r / 2)**2
            for r in neighbours()) / M
    w2, vectors = np.linalg.eigh(D)
    return np.sqrt(w2), vectors


small = 0.01
speeds = []
for angle in (0.0, 0.15, 0.4, np.pi / 6, np.pi / 2):
    w, vectors = modes(small, angle)
    cT, cL = w * a / small
    qhat = np.array([np.cos(angle), np.sin(angle)])
    assert close(cL, cL_formula, 2e-5) and close(cT, cT_formula, 2e-5)
    assert abs(abs(vectors[:, 1] @ qhat) - 1) < 1e-6
    speeds.append((cL, cT))
cL, cT = speeds[0]
assert close(np.sqrt((lam + 2 * mu) / rho), cL, 2e-5)
assert close(np.sqrt(mu / rho), cT, 2e-5)

# Closed dispersion relations at a short wavelength.
qa = 2.0
w_bond, _ = modes(qa, 0.0)
w_perp, _ = modes(qa, np.pi / 2)
assert close(w_bond[1]**2, K / M * (3 - 2*np.cos(qa) - np.cos(qa/2)), 1e-5)
assert close(w_bond[0]**2, 3 * K / M * (1 - np.cos(qa / 2)), 1e-5)
w2_perp = K / M * (1 - np.cos(np.sqrt(3) * qa / 2))
assert close(w_perp[1]**2, 3 * w2_perp, 1e-5)
assert close(w_perp[0]**2, w2_perp, 1e-5)


# Leading departure from linear dispersion, and its size at qa = 0.5.
def slowing(qa, angle):
    w, _ = modes(qa, angle)
    return (1 - w[1] * a / (qa * cL_formula),
            1 - w[0] * a / (qa * cT_formula))


for angle, expected in ((0.0, (11/288, 1/96)), (np.pi/2, (1/32, 1/32))):
    measured = np.array(slowing(0.2, angle)) / 0.2**2
    assert np.allclose(measured, expected, rtol=0, atol=2e-4)
slow_bond, slow_perp = slowing(0.5, 0.0), slowing(0.5, np.pi / 2)

# Prestressed bonds change the velocity ratio.
t = 0.05
for tension in (-0.05, t):
    for angle in (0.0, 0.4):
        w, _ = modes(small, angle, tension)
        ratio2 = (w[1] / w[0])**2
        assert close(ratio2, (3 + tension) / (1 + 3 * tension), 1e-4)
ratio_stressed = np.sqrt(ratio2)

to_N_per_m = pc['Hartree energy'][0] / pc['Bohr radius'][0]**2
to_m_per_s = pc['atomic unit of velocity'][0]
print(f"spacing a = {a:.1f} bohr")
print(f"spring stiffness K = {K:.3f} hartree/bohr^2")
print(f"site mass M = {M:.0f} electron masses")
print(f"area per site A = {A:.4f} bohr^2")
print(f"mass density rho = {rho:.3f} electron masses/bohr^2")
print(f"lambda from spring energy = {lam:.7f} hartree/bohr^2")
print(f"mu from spring energy = {mu:.7f} hartree/bohr^2")
print(f"sqrt(3) K/4 = {lame:.7f} hartree/bohr^2")
print(f"lambda converted = {lam * to_N_per_m:.3f} N/m")
print(f"area modulus lambda+mu = {lam + mu:.7f} hartree/bohr^2")
print(f"Young modulus from strip = {young:.7f} hartree/bohr^2")
print(f"relaxed supercell energy density = {W_relaxed:.6e} hartree/bohr^2")
print(f"same from Lame formula = {W_formula:.6e} hartree/bohr^2")
print(f"supercell strain xx, yy, xy = {general[0, 0]:.3f}, "
      f"{general[1, 1]:.3f}, {general[0, 1]:.3f} (no unit)")
print(f"Poisson ratio, pull along bond = {nu_along:.6f} (no unit)")
print(f"Poisson ratio, pull perpendicular, interior = {nu_perp:.6f} (no unit)")
print("column-spacing strain / applied strain, from the edge inward:")
print("  " + ", ".join(f"{x + 0.0:.4f}" for x in spacing_strain[:6].round(4)
                       + 0.0) + " (no unit)")
print(f"c_L from lattice = {cL:.6e} atomic units of velocity")
print(f"c_T from lattice = {cT:.6e} atomic units of velocity")
print(f"c_L from formula = {cL_formula:.6e} atomic units of velocity")
print(f"c_T from formula = {cT_formula:.6e} atomic units of velocity")
print(f"c_L converted = {cL * to_m_per_s:.0f} m/s")
print(f"c_T converted = {cT * to_m_per_s:.0f} m/s")
print(f"c_L/c_T from lattice = {cL / cT:.5f} (no unit)")
print(f"slowing at qa=0.5 along bond: L {100 * slow_bond[0]:.3f} %, "
      f"T {100 * slow_bond[1]:.3f} %")
print(f"slowing at qa=0.5 perpendicular: L {100 * slow_perp[0]:.3f} %, "
      f"T {100 * slow_perp[1]:.3f} %")
print(f"c_L/c_T with tension t={t:.2f}: {ratio_stressed:.4f} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
spacing a = 5.0 bohr
spring stiffness K = 0.020 hartree/bohr^2
site mass M = 50000 electron masses
area per site A = 21.6506 bohr^2
mass density rho = 2309.401 electron masses/bohr^2
lambda from spring energy = 0.0086603 hartree/bohr^2
mu from spring energy = 0.0086603 hartree/bohr^2
sqrt(3) K/4 = 0.0086603 hartree/bohr^2
lambda converted = 13.483 N/m
area modulus lambda+mu = 0.0173205 hartree/bohr^2
Young modulus from strip = 0.0230940 hartree/bohr^2
relaxed supercell energy density = 1.433272e-06 hartree/bohr^2
same from Lame formula = 1.433272e-06 hartree/bohr^2
supercell strain xx, yy, xy = 0.010, -0.003, 0.004 (no unit)
Poisson ratio, pull along bond = 0.333333 (no unit)
Poisson ratio, pull perpendicular, interior = 0.333333 (no unit)
column-spacing strain / applied strain, from the edge inward:
  -1.0000, 0.0000, -0.5000, -0.2500, -0.3750, -0.3125 (no unit)
c_L from lattice = 3.354089e-03 atomic units of velocity
c_T from lattice = 1.936490e-03 atomic units of velocity
c_L from formula = 3.354102e-03 atomic units of velocity
c_T from formula = 1.936492e-03 atomic units of velocity
c_L converted = 7338 m/s
c_T converted = 4236 m/s
c_L/c_T from lattice = 1.73205 (no unit)
slowing at qa=0.5 along bond: L 0.952 %, T 0.260 %
slowing at qa=0.5 perpendicular: L 0.779 %, T 0.779 %
c_L/c_T with tension t=0.05: 1.6285 (no unit)
ALL CHECKS PASSED
```
